Effective spin Hamiltonian and superhyperfine doublets of antiprotonic helium-4

**Question.** Antiprotonic helium-4 has one electron, a spinless nucleus of charge 2 and mass M_h, and an antiproton of charge −1 and mass M_p. Consider n = 37, L = 35. Here L is the total orbital angular momentum, and the radial motion of the heavy pair has v = n − L − 1 = 1 node, the first radial excitation.

Use atomic units, with spins and L in units of ħ. Let s_e and s_p be the electron and antiproton spins, and let a_i be the magnetic anomaly of particle i, whose moment is proportional to z_i(1+a_i)s_i/m_i. With r = r_i − r_j, the Breit interaction of spin i with the orbital motion of the pair i, j is

α² (z_i z_j/r³) [−(1+2a_i)/(2m_i²) r×p_i + (1+a_i)/(m_i m_j) r×p_j]·s_i

and the spin-spin interaction is

α² z_i z_j (1+a_i)(1+a_j)/(m_i m_j) [s_i·s_j/r³ − 3(s_i·r)(s_j·r)/r⁵ − (8π/3)δ(r) s_i·s_j].

Treat the electron adiabatically in its ground σ state, with energy E_el(R) at nucleus-antiproton distance R. Keep its response to rotation to first order. Let μ be the reduced mass of the heavy pair.

**(a) Find the coupling of s_e to the currents of the two heavy particles, expressed through E_el.**

*Answer.* Let r_h and r_p be the electron position measured from the nucleus and from the antiproton, R̂ the direction from nucleus to antiproton, and z_h, z_p components along R̂. The charge products are −2 and +1, so the terms containing heavy momenta are

α²(1+a_e) s_e·[−2 r_h×P_h/(M_h r_h³) + r_p×P_p/(M_p r_p³)].

In the centre-of-mass frame P_p = P and P_h = −P, apart from shares of the electron momentum that are smaller by a further mass ratio. The σ density is axially symmetric, so ⟨r_p/r_p³⟩ = R̂⟨z_p/r_p³⟩, and likewise for r_h. Also R̂×P = N/R, where N = R×P. This gives

α²(1+a_e) (s_e·N/R) [2⟨z_h/r_h³⟩/M_h + ⟨z_p/r_p³⟩/M_p].

Two identities simplify the bracket. Holding the nucleus fixed and moving the antiproton, the Hellmann–Feynman theorem gives

E_el′ = ⟨∂(1/r_p)/∂R⟩ = ⟨z_p/r_p³⟩.

In a stationary state the mean force on the electron vanishes. With V = −2/r_h + 1/r_p,

∇V = 2r_h/r_h³ − r_p/r_p³, so 2⟨z_h/r_h³⟩ = ⟨z_p/r_p³⟩ = E_el′.

Since 1/M_h + 1/M_p = 1/μ, the coupling is

α²(1+a_e) E_el′/(μR) s_e·L.

N has been replaced by L: they differ by the electronic angular momentum l, whose mean value is induced by the rotation and is of relative order 1/μ.

The antiproton supplies the fraction μ/M_p of this term and the recoiling nucleus the rest. At large R the electron is bound to the nucleus and E_el ≈ −2 + 1/R, so the coupling tends to −α²(1+a_e)/(μR³). It is negative because moving the repulsive charge away lowers E_el.

**(b) Add the electron's own motion and give the complete coefficient E1 of s_e·L.**

*Answer.* The terms containing the electron momentum p combine into

α²(1+2a_e)/2 s_e·(∇V×p).

Their mean value vanishes in the real, non-rotating σ state, because p is odd under time reversal. Rotation changes this. From N = L − l,

N²/(2μR²) = L²/(2μR²) − L·l/(μR²) + l²/(2μR²).

The middle term is −ω·l with ω = L/(μR²), where l is taken about the centre of mass of the heavy pair. With x along ω, the first-order electronic state is

|0⟩ + ω Σ_n |n⟩⟨n|l_x|0⟩/(E_n − E_0).

The mean of (∇V×p)_x is therefore ωκ_e, with

κ_e = 2 Re Σ_n ⟨0|(∇V×p)_x|n⟩⟨n|l_x|0⟩/(E_n − E_0).

Averaging over the radial state,

E1 = α² ⟨(1+a_e)E_el′/(μR) + (1+2a_e)κ_e/(2μR²)⟩.

Both terms are of order 1/μ, so the induced motion cannot be dropped on grounds of mass.

**(c) Add the antiproton spin and assemble the effective Hamiltonian.**

*Answer.* For s_p and the nucleus, r = R and the charge product is −2. With P_p = P and P_h = −P, both terms are positive:

α²(2/R³)[(1+2a_p)/(2M_p²) + (1+a_p)/(M_pM_h)] s_p·L.

For s_p and the electron, r = −r_p and the charge product is +1. The first Breit term gives +(1+2a_p)E_el′/(2M_p²R). The second gives −(1+a_p)κ_p/(M_pμR²), where κ_p is defined like κ_e with r_p×p/r_p³ in place of ∇V×p. Hence

E2 = α²⟨(2/R³)[(1+2a_p)/(2M_p²) + (1+a_p)/(M_pM_h)] + (1+2a_p)E_el′/(2M_p²R) − (1+a_p)κ_p/(M_pμR²)⟩.

For the spin-spin part define

k = α²(1+a_e)(1+a_p)/M_p,

the electron density ρ at the antiproton, and D = ⟨P₂(cos θ)/r_p³⟩, with θ the angle between r_p and R̂. The contact term gives

E3 = −(8π/3) k⟨ρ⟩.

For an axial density, with n = r_p/r_p, the tensor average is

⟨(δ_ij − 3n_i n_j)/r_p³⟩ = D(δ_ij − 3R̂_iR̂_j),

as the zz component confirms: both sides equal −2D.

Within fixed L, a symmetric traceless tensor built from R̂ is proportional to the one built from L:

R̂_iR̂_j − δ_ij/3 → −c[L_iL_j + L_jL_i − (2/3)δ_ij L(L+1)].

The state M = L fixes c. Its angular density (1−t²)^L, with t = cos ϑ measured from the quantization axis, gives ⟨t²⟩ = 1/(2L+3), so

1/(2L+3) − 1/3 = −2L/[3(2L+3)] = −c·2L(2L−1)/3,

and c = 1/[(2L−1)(2L+3)]. Multiplying by −3kD and contracting with the spins gives the last term of

H = E1 s_e·L + E2 s_p·L + E3 s_e·s_p + E4{2L(L+1)s_e·s_p − 3[(s_e·L)(s_p·L) + (s_p·L)(s_e·L)]},

E4 = −k⟨D⟩/[(2L−1)(2L+3)].

**(d) Find the levels, and the doublet widths to first order in E2, E3 and E4.**

*Answer.* Let F = L + s_e and J = F + s_p. If E1 acts alone, s_e·L equals L/2 for F = L+1/2 and −(L+1)/2 for F = L−1/2. The splitting is |E1|(L+1/2), with F = L+1/2 lower when E1 < 0.

For J = L+1 both products s·L equal L/2; for J = L−1 both equal −(L+1)/2. In each case s_e·s_p = 1/4, so

W(L+1) = L(E1+E2)/2 + E3/4 − E4 L(2L−1)/2

W(L−1) = −(L+1)(E1+E2)/2 + E3/4 − E4(L+1)(2L+3)/2.

For J = L use total spin S = 0, 1. In the triplet S·L = −1, so each s·L has diagonal element −1/2; in the singlet it is 0. The eigenvalues of s_e·L have product −L(L+1)/4, so its off-diagonal element is x = √(L(L+1))/2. That of s_p·L is −x, because S·L does not mix singlet and triplet. The E4 operator vanishes in the singlet. It is traceless over the triplet, so the values above fix its J = L element as (2L−1)(2L+3)/2. The matrix has

- singlet element: −3E3/4
- triplet element: −(E1+E2)/2 + E3/4 + E4(2L−1)(2L+3)/2
- off-diagonal element: (E1−E2)x.

When E1 dominates, the eigenvectors are those of s_e·L. Their triplet weights are w = L/(2L+1) for F = L+1/2 and w = (L+1)/(2L+1) for F = L−1/2. The small terms then contribute

E2(−w − ⟨s_e·L⟩) + E3(w − 3/4) + E4 w(2L−1)(2L+3)/2.

The E2 factor is −L(2L+3)/[2(2L+1)] for F = L+1/2 and (L+1)(2L−1)/[2(2L+1)] for F = L−1/2. Subtracting this from W(L+1), and W(L−1) from it, gives

Δ₊ = W(L+1) − W(L, F=L+1/2) = (L+1)/(2L+1) [2L E2 + E3 − 2L(2L−1)E4]

Δ₋ = W(L, F=L−1/2) − W(L−1) = L/(2L+1) [2(L+1)E2 − E3 + 2(L+1)(2L+3)E4].

For large L these become L E2 ± (k/2)(⟨D⟩ − 8π⟨ρ⟩/3). In this limit the antiproton's spin-orbit coefficient E2 sets the common width, and the spin-spin terms make the doublets unequal. At finite L the spin-spin terms also shift the mean width (Δ₊ + Δ₋)/2, by [E3 + 8L(L+1)E4]/[2(2L+1)]. This is of order 1/L relative to those terms, which here are as large as L E2; with the constants of part (e) it is −6.7 MHz on 149.4 MHz, about 4.5%.

**(e) Evaluate the result for (37, 35) and assess it.**

*Answer.* The computed radial state has mean distance 0.551 bohr. Its averages are ⟨E_el′/R⟩ = −1.46791 and ⟨κ_e/R²⟩ = −0.10064. With μ = 1466.899 and α² = 350377 MHz in frequency units,

heavy currents: 350377 × 1.00116 × (−1.46791)/1466.899 = −351.03 MHz

induced electron motion: 350377 × 1.00232 × (−0.10064)/(2 × 1466.899) = −12.05 MHz.

Thus E1 = −363.07 MHz (the last digit depends on the basis: a converged one gives ⟨κ_e/R²⟩ = −0.1006 and moves E1 by about 0.02 MHz), and the main splitting is

363.07 MHz × 35.5 = 12.89 GHz.

In the centre-of-mass frame the antiproton current accounts for 0.799 of the first contribution, or 9.96 GHz. Nuclear recoil adds 2.51 GHz and induced electron motion 0.43 GHz. The antiproton current alone therefore gives about 77% of the main splitting.

The nucleus contributes 4.906 MHz to E2 and the electron −0.698 MHz, so E2 = 4.208 MHz. With k = 533.553 MHz, ⟨ρ⟩ = 0.06780 and ⟨D⟩ = 0.60903,

E3 = −8.3776 × 533.553 × 0.06780 ≈ −303.0 MHz

E4 = −533.553 × 0.60903/(69 × 73) = −0.06451 MHz.

The first-order doublets are

Δ₊ = (36/71)(294.6 − 303.0 + 311.6) ≈ 153.7 MHz

Δ₋ = (35/71)(303.0 + 303.0 − 339.1) ≈ 131.6 MHz.

Diagonalization gives 157.9 and 135.8 MHz. The extra 4.2 MHz in each comes from repulsion between the two J = L levels. Transforming the small terms to the F basis gives a coupling of about 235 MHz across 13.04 GHz, and 235²/13040 ≈ 4.2 MHz. The lower level moves down and the upper one up, which widens both doublets.

Reversing the electron spin at fixed antiproton spin direction connects J = L+1 with the upper J = L level, at 12.88 GHz, and the lower J = L level with J = L−1, at 12.90 GHz.

The doublets also depend on the electron density at the antiproton, on which the two electronic calculations differ slightly. At the mean distance, the Gaussian-basis density at the antiproton, 0.06411, exceeds the spheroidal-coordinate value, 0.06291, by 1.9% of the latter. The Gaussian value is the unconverged one, and the same 1.9% excess holds in the orbit average: converged values are ⟨ρ⟩ ≈ 0.0665, E3 ≈ −297.4 MHz and ⟨D⟩ ≈ 0.6084 (0.1% lower). They raise Δ₊ and lower Δ₋ by nearly 3 MHz each, to about 160.5 and 133.1 MHz, and move the 12.90 GHz interval to 12.91 GHz. The difference of the doublets, 22 MHz above and about 27 MHz when converged, is sensitive to this because the contact and tensor terms nearly cancel.

Applying the rotation at full strength to the electron at the mean distance changes the local E1 by −0.03%. This probes one neglected effect; radial nonadiabatic coupling and further radiative corrections are not assessed. The description fails if ω, here 0.080 in atomic units, becomes comparable with the electronic excitation energies that enter κ_e. Separately, the first-order doublet formulas fail if the small couplings that mix the two J = L levels approach |E1|(L+1/2). The numerical output lists the remaining intermediate values.

Computed values

```
state: n = 37, L = 35, radial nodes v = 1
antiproton mass = 1836.153 electron masses
helium nucleus mass = 7294.300 electron masses
reduced mass mu = 1466.899 electron masses
electron anomaly a_e = 0.001160, antiproton a_p = 1.792847
alpha^2 hartree/h = 350377.08 MHz
spin-spin scale k = 533.553 MHz
adiabatic total energy = -2.8991 hartree
mean distance R0 = 0.5509 bohr
rms spread of R = 0.1097 bohr
mean of 1/R^3 = 7.8789 bohr^-3
E_el(R0): Gaussian -0.78438, spheroidal -0.78439 hartree
density at antiproton, R0: Gaussian 0.06411 bohr^-3
density at antiproton, R0: spheroidal 0.06291 bohr^-3
dE_el/dR at R0: expectation -0.80749 hartree/bohr
dE_el/dR at R0: slope -0.80746 hartree/bohr
2<z_h/r_h^3> at R0 = -0.80743 hartree/bohr
kappa_e at R0 = -0.03174 a.u., kappa_p = 0.27718 a.u.
mean of E_el'/R = -1.46791 a.u.
mean of kappa_e/R^2 = -0.10064 a.u.
mean of kappa_p/R^2 = 0.95782 a.u.
mean density at antiproton = 0.06780 bohr^-3
mean tensor D = 0.60903 bohr^-3
antiproton share of heavy-particle current = 0.7989
E1 from heavy-particle currents = -351.026 MHz
E1 from induced electron motion = -12.047 MHz
E1 = -363.072 MHz
E2 from nucleus = 4.9061 MHz, from electron -0.6978 MHz
E2 = 4.2084 MHz
E3 = -303.036 MHz
E4 = -0.064513 MHz
|E1|(L+1/2) = 12.889 GHz
level J=L+1, F=L+1/2: -6.2780 GHz
level J=L, F=L+1/2: -6.4359 GHz
level J=L, F=L-1/2: 6.6044 GHz
level J=L-1, F=L-1/2: 6.4686 GHz
interval (J=L upper) - (J=L+1) = 12.882 GHz
interval (J=L-1) - (J=L lower) = 12.904 GHz
doublet F=L+1/2: exact 157.9, first order 153.7 MHz
doublet F=L-1/2: exact 135.8, first order 131.6 MHz
rotation frequency at R0 = 0.07972 a.u.
change of local E1 at full rotation = -0.03 percent
```
